# Coverage-independent chemical diffusion in a lattice gas with site exclusion

## Chemical diffusion with site exclusion

### What dimensions and symmetry fix

Identical atoms move on a square lattice of spacing $a$. Each site holds at most one atom, and all sites have the same energy. An atom jumps to each vacant nearest neighbour at rate $\Gamma$, whatever the occupation of the other sites. There is no other interaction, and for the present no deposition or desorption. The coverage $\theta$ is the mean number of atoms per site.

The chemical diffusivity $D_c$ is the coefficient in Fick's law: it relates the flux of atoms to the gradient of their own density. The model contains one rate, one length and one dimensionless variable, and the fourfold symmetry of the lattice makes the diffusivity a scalar. Hence

$$D_c(\theta)=\Gamma a^2\,g(\theta). \tag{1}$$

Two properties of $g$ follow without calculation. An isolated atom makes $4\Gamma$ jumps per unit time, each of squared length $a^2$ and in a random direction. Its mean square displacement is $4\Gamma a^2t$, which in two dimensions equals $4Dt$, so $g(0)=1$.

The second property comes from exchanging atoms and vacancies. When an atom jumps into a vacancy, the vacancy jumps the other way at the same rate $\Gamma$. Vacancies therefore form the same lattice gas, at coverage $1-\theta$. Since $\nabla(1-\theta)=-\nabla\theta$, the equation $\partial_t\theta=\nabla\cdot[D_c(\theta)\nabla\theta]$ describes both species only if

$$g(\theta)=g(1-\theta),\qquad g(1)=g(0)=1. \tag{2}$$

A factor $1-\theta$ for blocked jumps cannot be the whole of $g$, because it would vanish at full coverage. Symmetry leaves the values between the two ends open; the bond current settles them.

### The bond current

Let $n_i=1$ if site $i$ is occupied and $n_i=0$ if it is vacant. A jump from $i$ to its neighbour $j$ needs an atom on $i$ and a vacancy on $j$, so it occurs at rate $\Gamma n_i(1-n_j)$. The mean net current from $i$ to $j$, in atoms per unit time, is

$$I_{ij}=\Gamma\langle n_i(1-n_j)\rangle-\Gamma\langle n_j(1-n_i)\rangle. \tag{3}$$

Multiplying out the products gives

$$I_{ij}=\Gamma\left(\langle n_i\rangle-\langle n_in_j\rangle-\langle n_j\rangle+\langle n_jn_i\rangle\right)=\Gamma\left(\langle n_i\rangle-\langle n_j\rangle\right). \tag{4}$$

The pair terms are the blocked jumps. They are equal in the two directions and cancel whatever the value of $\langle n_in_j\rangle$. No factorization of pair averages has been used, so (4) is not a mean-field result and does not require local equilibrium.

There is a simple picture behind this. Suppose that two atoms on neighbouring sites, instead of blocking each other, exchange places at rate $\Gamma$ per pair. The atoms are identical, so no occupation number changes. In the modified process the contents of every bond are exchanged at rate $\Gamma$, and each atom, followed by itself, performs the random walk of an isolated atom. The mean occupations therefore spread as if the atoms did not block each other.

The occupation of site $i$ changes through the currents from its four neighbours:

$$\frac{d\langle n_i\rangle}{dt}=\sum_{j}I_{ji}=\Gamma\sum_{j}\left(\langle n_j\rangle-\langle n_i\rangle\right). \tag{5}$$

This is a closed linear equation for the means. It was tested against the full many-body master equation on an open $3\times3$ patch. The initial distribution gave probability one half to a configuration with six atoms and one half to a configuration with one atom, which makes the occupations strongly correlated. After a time $0.7/\Gamma$ the largest covariance between two different sites was still 0.18, yet the means agreed with (5) to better than $10^{-10}$.

### The continuum limit

Let $\langle n_i\rangle=\theta(x,y,t)$ vary slowly over a lattice spacing. Along $x$, Taylor expansion gives

$$\theta(x+a)+\theta(x-a)-2\theta(x)=a^2\frac{\partial^2\theta}{\partial x^2}+\frac{a^4}{12}\frac{\partial^4\theta}{\partial x^4}+\dots, \tag{6}$$

because the odd terms cancel. The same holds along $y$. To leading order (5) becomes

$$\frac{\partial\theta}{\partial t}=\Gamma a^2\nabla^2\theta,\qquad D_c=\Gamma a^2. \tag{7}$$

Thus $g(\theta)=1$ at every coverage. The flux gives the same coefficient. For a bond along $x$, (4) yields

$$I=-\Gamma a\frac{\partial\theta}{\partial x}=-\frac{D_c}{a}\frac{\partial\theta}{\partial x}. \tag{8}$$

One such bond crosses each width $a$ of a line normal to $x$, so the flux per unit length is $I/a=-D_c\,\partial(\theta/a^2)/\partial x$. This is Fick's law for the number of atoms per area, $\theta/a^2$.

The size of the lattice correction can be read from a coverage ripple, $\langle n_i\rangle=\bar\theta+A(t)\cos qx_i$. Since $\cos q(x+a)+\cos q(x-a)=2\cos qx\cos qa$, equation (5) gives $\dot A=-A/\tau$ with

$$\frac1\tau=2\Gamma(1-\cos qa)=\Gamma a^2q^2\left(1-\frac{q^2a^2}{12}+\dots\right). \tag{9}$$

The decay time depends neither on $\bar\theta$ nor on the amplitude, provided that the coverage stays between 0 and 1.

A second case is an initial step from $\theta_L$ at $x<0$ to $\theta_R$ at $x>0$. With $u=x/\sqrt{4D_ct}$ the solution is

$$\theta(x,t)=\frac{\theta_L+\theta_R}{2}-\frac{\theta_L-\theta_R}{2}\,\mathrm{erf}(u). \tag{10}$$

To check it, note that $d\,\mathrm{erf}(u)/du=(2/\sqrt\pi)e^{-u^2}$ and $\partial u/\partial t=-u/2t$. Hence $\partial_t\,\mathrm{erf}(u)=-(u/t\sqrt\pi)e^{-u^2}$. Two derivatives in $x$ give $(2/\sqrt\pi)(-2u)e^{-u^2}/(4D_ct)$, and multiplication by $D_c$ reproduces the time derivative. The profile is antisymmetric about its midpoint even when one side is almost full and the other almost empty.

### The thermodynamic factor

The same result can be divided into a thermodynamic and a kinetic part. Place $N$ atoms of site energy $\varepsilon$ on $M$ sites. There are $\Omega=M!/[N!(M-N)!]$ configurations, and the free energy is $F_N=N\varepsilon-kT\ln\Omega$. Adding one atom multiplies $\Omega$ by $(M-N)/(N+1)$, so for a large lattice

$$\mu=F_{N+1}-F_N=\varepsilon-kT\ln\frac{M-N}{N+1}\;\to\;\varepsilon+kT\ln\frac{\theta}{1-\theta}. \tag{11}$$

The thermodynamic factor compares the change of $\mu$ with that of an ideal dilute gas, for which $\mu/kT=\ln\theta+\text{const}$:

$$\Phi=\frac{\partial(\mu/kT)}{\partial\ln\theta}=\theta\left(\frac1\theta+\frac1{1-\theta}\right)=\frac1{1-\theta}. \tag{12}$$

It is also a measure of number fluctuations. In the grand canonical ensemble the probability of $N$ atoms is proportional to $Z_Ne^{N\mu/kT}$, with $Z_N$ the canonical partition function. Differentiating the normalized mean gives $\partial\langle N\rangle/\partial(\mu/kT)=\langle N^2\rangle-\langle N\rangle^2$, and therefore

$$\Phi=\frac{\langle N\rangle}{\mathrm{Var}\,N}. \tag{13}$$

Here the sites are independent in equilibrium, so $\mathrm{Var}\,N=M\theta(1-\theta)$ and (12) is recovered. A crowded layer resists compression: a given small difference in coverage corresponds to a larger difference in chemical potential than in an ideal gas at the same coverage.

Equation (11) also gives $\partial\mu/\partial\theta=kT/[\theta(1-\theta)]>0$. The uniform layer is thus stable at every coverage, and the model has no separation into dense islands and a dilute adatom gas. Island nucleation driven by attraction between adatoms lies outside it.

### The blocking factor

The kinetic part is the response to a force. Let a weak force $F$ act on each atom along $+x$ on a periodic lattice. Jumps with and against the force have rates

$$\Gamma_\pm=\Gamma e^{\pm Fa/2kT}, \tag{14}$$

whose ratio $e^{Fa/kT}$ is the one required by detailed balance for an energy difference $Fa$ between neighbours.

At fixed $N$, the distribution that gives all configurations equal probability remains stationary. To see this, count the neighbouring pairs along $x$ in a given configuration. Let $K_{10}$ be the number of pairs with the left site occupied and the right site vacant, and $K_{01}$ the number of the opposite kind. The configuration is left through jumps along $x$ at total rate $\Gamma_+K_{10}+\Gamma_-K_{01}$. A jump to the right that has just produced the configuration left a vacancy behind it, which is a pair of type 01. The total rate of entry from equally probable configurations is thus $\Gamma_+K_{01}+\Gamma_-K_{10}$. On a closed row each block of atoms has one left end and one right end, so $K_{10}=K_{01}$ and the two rates are equal. Jumps along $y$ balance because their forward and reverse rates are equal.

In this state a given site is occupied and its neighbour vacant with probability $N(M-N)/[M(M-1)]$, which tends to $\theta(1-\theta)$ on a large lattice. The current per bond is

$$I=(\Gamma_+-\Gamma_-)\,\theta(1-\theta)=2\Gamma\sinh\!\left(\frac{Fa}{2kT}\right)\theta(1-\theta)\simeq\Gamma\,\theta(1-\theta)\frac{Fa}{kT}. \tag{15}$$

A row carries $\theta/a$ atoms per unit length, so a mean drift velocity $v$ gives $I=\theta v/a$. The collective jump diffusivity $D_J$ is defined through the mobility by $v=D_JF/kT$. Comparison with (15) gives

$$D_J=\Gamma a^2(1-\theta). \tag{16}$$

This is the blocking factor: a fraction $1-\theta$ of the attempted jumps finds a vacant site.

### The cancellation

In equilibrium under a potential energy $U(x)$, the sum $\mu+U$ is uniform and no current flows. Close to equilibrium the current is therefore driven by $-\partial(\mu+U)/\partial x$. When no external force acts, $F$ in the linear response is replaced by $-\partial\mu/\partial x$:

$$I=\frac{\theta v}{a}=-\frac{D_J}{a}\,\theta\,\frac{\partial(\mu/kT)}{\partial x}=-\frac{D_J\Phi}{a}\frac{\partial\theta}{\partial x}. \tag{17}$$

The last step uses $\theta\,\partial(\mu/kT)/\partial x=\Phi\,\partial\theta/\partial x$, which is the definition (12). Comparison with (8) gives

$$D_c=D_J\Phi=\Gamma a^2(1-\theta)\,\frac1{1-\theta}=\Gamma a^2. \tag{18}$$

Crowding reduces the mobility and raises the driving force for a given coverage gradient by the same factor. This route assumes local equilibrium. The bond current (4) does not, and it shows that the result holds more widely than this second derivation suggests.

### Why the tracer diffusivity will not do

The tracer diffusivity $D^*$ describes the long-time mean square displacement of one tagged atom. Its jumps are blocked in the same proportion, but successive jumps are correlated: an atom that has just jumped leaves a vacancy behind it, into which it can return. One writes

$$D^*=\Gamma a^2(1-\theta)f, \tag{19}$$

where $f$ is the correlation factor.

That $f$ is at most 1 follows from a variational argument. Consider a finite periodic lattice and describe each state by the vacancies as seen from the tagged atom. Let $X$ be the displacement of this atom along $x$, let $r$ be the rate of a transition, and let $\psi$ be any function of the state. Define

$$Q[\psi]=\tfrac12\Big\langle\sum r\,(\Delta X+\Delta\psi)^2\Big\rangle, \tag{20}$$

with the sum over transitions out of a state and the average over equally probable states. Under a variation $\delta\psi$, each transition and its reverse contribute equally, because $\Delta X+\Delta\psi$ and $\Delta(\delta\psi)$ both change sign. This gives

$$\delta Q=-2\Big\langle\delta\psi\sum r\,(\Delta X+\Delta\psi)\Big\rangle. \tag{21}$$

At the minimum, $\sum r(\Delta X+\Delta\psi)=0$ in every state, so $X+\psi$ has no drift. Its increments are then uncorrelated, and its variance grows as $2Q_{\min}t$. Since $\psi$ is bounded, $X$ has the same long-time growth, and $D^*=Q_{\min}$. The choice $\psi=0$ gives the uncorrelated value $Q[0]=\Gamma a^2(1-\theta)$, so $f\le1$. Equality would require the drift of the tagged atom, $\Gamma a$ times the difference between the vacancies on its right and on its left, to vanish in every state. It does not when both vacancies and other atoms are present.

On a finite lattice, $1-\theta$ in (19) stands for the vacant fraction of the sites other than the tagged one. Minimizing (20) numerically for 8 atoms on a $4\times4$ periodic lattice gives $f=0.78$. With a single vacancy, $f=0.55$ on the $4\times4$ lattice and 0.47 on a $20\times20$ lattice. The small-lattice values thus depend visibly on size and are not estimates for an infinite surface to two figures. An atom alone gives $f=1$, as it must.

Using $D^*$ in place of $D_J$ would give $D^*\Phi=f\Gamma a^2$, which is too low. The collective motion has no such correction. The drift of the summed displacement of all atoms along $x$ is $\Gamma a\sum_i[n_i(1-n_{i+1})-n_{i+1}(1-n_i)]=\Gamma a\sum_i(n_i-n_{i+1})$, where $i+1$ denotes the right neighbour of $i$. On a periodic lattice this sum vanishes in every configuration.

### Conditions, and a case where the result fails

Deposition on vacant sites at rate $R$ per site and desorption at rate $k_d$ per atom add $R(1-\langle n_i\rangle)-k_d\langle n_i\rangle$ to (5). These are single-site terms, so the equation stays closed and the diffusion term keeps the coefficient $\Gamma a^2$.

Equal site energies, by contrast, are essential to the derivation. If an atom leaves site $i$ at rate $\Gamma_i$ per vacant neighbour, (4) is replaced by

$$I_{ij}=\Gamma_i\langle n_i\rangle-\Gamma_j\langle n_j\rangle-(\Gamma_i-\Gamma_j)\langle n_in_j\rangle, \tag{22}$$

and the pair term survives. Consider a chain in which every fifth site is deeper by $3kT$. Atoms leave deep sites at rate $\Gamma e^{-3}$ and all others at rate $\Gamma$. Exclusion is still the only interaction.

The two ends of the coverage range can be solved, because there a single carrier moves: an atom in the dilute limit, a vacancy near full coverage. Let $w_i$ be the equilibrium weight of the carrier on site $i$, and let $c_i=w_ir_{i\to i+1}=w_{i+1}r_{i+1\to i}$ for the bond to the next site. Writing the carrier probability as $w_i\varphi_i$, the bond current is $c_i(\varphi_i-\varphi_{i+1})$. In a slowly varying state this current is nearly the same on all bonds of a period, so the drops in $\varphi$ add like voltages across resistors in series:

$$I=-\frac{a}{\langle1/c\rangle}\frac{\partial\varphi}{\partial x},\qquad D_c=\frac{a^2}{\langle w\rangle\langle1/c\rangle}. \tag{23}$$

The second relation follows from (8), since the mean carrier density per site is $\langle w\rangle\varphi$. Exchanging atoms for vacancies reverses both current and gradient and leaves $D_c$ unchanged.

For an atom, $w=1$ on the four ordinary sites and $e^3$ on the deep one, and $c=\Gamma$ on every bond. For a vacancy, $w=1$ and $e^{-3}$ respectively. Three bonds in five have $c=\Gamma$. The two that touch the deep site have $c=\Gamma e^{-3}$, because the deep atom must leave for the vacancy to enter. Hence

$$\frac{D_c(0)}{\Gamma a^2}=\frac{5}{4+e^3}=0.208,\qquad \frac{D_c(1)}{\Gamma a^2}=\frac{25}{(4+e^{-3})(3+2e^3)}=0.143. \tag{24}$$

The diffusivity depends on coverage although no interaction has been added. The symmetry in (2) is lost as well: atoms see one favourable site in five, vacancies one unfavourable site in five, so the two no longer form the same lattice gas. The arrangement of the sites matters, because an atom jumps at a rate set by the site it leaves and a vacancy at a rate set by the site it enters. If deep and ordinary sites alternated, exchanging atoms and vacancies and shifting the chain by one site would restore the symmetry. Equal numbers of the two kinds are not enough: for the repeating pattern deep, deep, ordinary, ordinary, (23) gives $D_c(0)=0.095\,\Gamma a^2$ and $D_c(1)=0.017\,\Gamma a^2$.

Driven steady states on a 10-site ring, combined with (13), give $D_c/\Gamma a^2=0.22$, 0.20 and 0.15 at $\theta=0.1$, 0.5 and 0.9. The value at 0.1 lies above the dilute limit, so the dependence on this ring is not monotonic. The intermediate values belong to this ring size; the same calculation was tested against both limits in (24).

### A worked example

Take the round model parameters $a=0.40$ nm, barrier 0.80 eV, attempt frequency $10^{13}\ \mathrm{s^{-1}}$ and $T=800$ K, for which $kT=0.06894$ eV. The jump rate to each vacant neighbour is

$$\Gamma=10^{13}\,e^{-0.80/0.0689387}\ \mathrm{s^{-1}}=9.12\times10^{7}\ \mathrm{s^{-1}}, \tag{25}$$

and the chemical diffusivity is

$$D_c=(9.12\times10^{7}\ \mathrm{s^{-1}})(0.40\times10^{-9}\ \mathrm m)^2=1.46\times10^{-11}\ \mathrm{m^2/s}, \tag{26}$$

or $1.46\times10^{-7}\ \mathrm{cm^2/s}$. Its two factors were computed separately: $D_J$ from driven steady states on an 8-site ring averaged over atom number, and $\Phi$ from differences of $\ln\Omega$.

| $\theta$ | $D_J$ ($10^{-11}$ m²/s) | $\Phi$ | $D_J\Phi$ ($10^{-11}$ m²/s) |
|---|---|---|---|
| 0.1 | 1.314 | 1.111 | 1.460 |
| 0.5 | 0.730 | 2.000 | 1.460 |
| 0.9 | 0.146 | 10.00 | 1.460 |

The mobility falls by a factor of nine between the first and last rows, while the product stays constant.

For a ripple of wavelength $\lambda=100$ nm, (9) with $q=2\pi/\lambda$ gives

$$\tau=\frac{\lambda^2}{4\pi^2D_c}=\frac{(1.00\times10^{-7}\ \mathrm m)^2}{4\pi^2(1.46\times10^{-11}\ \mathrm{m^2/s})}=17.35\ \mu\mathrm s \tag{27}$$

at any mean coverage. The discrete lattice gives 17.351 µs against 17.350 µs in the continuum, consistent with the relative correction $q^2a^2/12\approx5\times10^{-5}$. If $D_J$ were used alone for a weak ripple about $\theta=0.9$, the predicted time would be 173.5 µs, ten times too long. The numerical output below lists these values.

## Calculated quantities

```
3x3 patch, elapsed time: 0.7 /Gamma
3x3 patch, largest pair covariance: 0.1822
3x3 patch, largest error of linear equation below 1e-10: True
lattice spacing a: 0.40 nm
barrier: 0.80 eV
attempt frequency: 1.0e+13 1/s
temperature: 800 K
kT: 0.06894 eV
jump rate Gamma per vacant neighbour: 9.1248e+07 1/s
D_chem = Gamma a^2: 1.4600e-11 m^2/s
D_chem converted: 1.4600e-07 cm^2/s
theta=0.1: D_jump = 1.3140e-11 m^2/s, Phi = 1.1111, D_jump*Phi = 1.4600e-11 m^2/s
theta=0.5: D_jump = 7.2998e-12 m^2/s, Phi = 2.0000, D_jump*Phi = 1.4600e-11 m^2/s
theta=0.9: D_jump = 1.4600e-12 m^2/s, Phi = 10.0001, D_jump*Phi = 1.4600e-11 m^2/s
ripple wavelength: 100 nm
ripple decay time, continuum: 17.350 microseconds
ripple decay time, lattice: 17.351 microseconds
wrong time at theta=0.9 without Phi: 173.50 microseconds
tracer factor f, one atom alone, 4x4 lattice: 1.0000
tracer factor f, 8 atoms on 4x4 periodic lattice: 0.7776
tracer factor f, one vacancy, 4x4 lattice: 0.5484
tracer factor f, one vacancy, 20x20 lattice: 0.4696
unequal chain, depth of every fifth site: 3.0 kT
unequal chain, D_chem at theta->0: 0.2076 Gamma a^2
unequal chain, 10-site ring, D_chem at theta=0.1: 0.2227 Gamma a^2
unequal chain, 10-site ring, D_chem at theta=0.5: 0.1975 Gamma a^2
unequal chain, 10-site ring, D_chem at theta=0.9: 0.1502 Gamma a^2
unequal chain, D_chem at theta->1: 0.1430 Gamma a^2
```
